Self-scattering with a constant total rate: exactness and wasted events

An electron in a semiconductor is accelerated by an electric field until it scatters. During this free flight its energy changes, and with it the chance of scattering in the next instant. An electron that gains enough energy to emit an optical phonon, for instance, suddenly has a new way to end its flight. A Monte Carlo program must draw the flight time from a law containing the integral of a changing rate, and inverting that integral for every flight is costly.

Rees self-scattering avoids the inversion. It adds fictitious events that leave the electron's state unchanged, so that the total event rate is constant. This note shows why the real flights keep their correct distribution, what the fictitious events cost, and how much is saved by a rate constant only within energy zones.

**1. The flight law**

Between collisions the electron follows a deterministic path k(t), with t = 0 just after a real collision. Let λᵢ(k) be the rate of real mechanism i and λ(k) = Σᵢ λᵢ(k) the total. Along the path write λ(t) = λ(k(t)). Collisions are instantaneous, and their rates depend only on the present state.

Let S(t) be the probability that no real collision has occurred by time t. To survive until t + dt, the electron must survive until t and then avoid a collision during dt:

S(t + dt) = S(t)[1 − λ(t)dt].

Hence dS/dt = −λS. With S(0) = 1,

S(t) = exp[−L(t)],  L(t) = ∫₀ᵗ λ(s)ds.   (1)

The flight time T has probability density −dS/dt = λ(t)S(t). I assume that L grows without limit, so that every flight ends.

**2. The constant-rate scheme**

Choose a constant Γ with

Γ ≥ λ(k) for every reachable state k.   (2)

Draw a time τ from the density Γe^(−Γτ) and advance the electron by τ. At the state reached, accept a real collision with probability λ/Γ. Otherwise record a self-scattering, keep k as it is, and draw another τ. Condition (2) makes λ/Γ a probability.

To find the resulting flight law, let uₙ(t) be the probability that by time t there have been n self-scatterings and no real collision. With no event at all,

u₀(t) = e^(−Γt).

For n ≥ 1, let the last self-scattering occur at time s. Before it there were n − 1 others. An event occurs in ds with probability Γds and is fictitious with probability 1 − λ(s)/Γ, which gives [Γ − λ(s)]ds. No event may follow between s and t. Therefore

uₙ(t) = ∫₀ᵗ uₙ₋₁(s)[Γ − λ(s)]e^(−Γ(t−s))ds.   (3)

Define

G(t) = ∫₀ᵗ [Γ − λ(s)]ds = Γt − L(t).

The claim is that

uₙ(t) = e^(−Γt)G(t)ⁿ/n!.   (4)

It holds for n = 0. Suppose it holds for n − 1. In (3) the factors e^(−Γs) and e^(−Γ(t−s)) multiply to e^(−Γt), which leaves the integral. Since dG/ds = Γ − λ(s),

uₙ(t) = e^(−Γt)∫₀ᵗ [G(s)ⁿ⁻¹/(n−1)!](dG/ds)ds
      = e^(−Γt)G(t)ⁿ/n!,

because G(0) = 0. This proves (4) by induction. Survival allows any number of self-scatterings, so

Σₙ uₙ(t) = e^(−Γt)e^(G(t)) = e^(−Γt+Γt−L(t)) = e^(−L(t)) = S(t).

The constant Γ has cancelled. A real collision in dt has probability Γdt × λ/Γ = λdt, so the flight density is λS, as required.

The same calculation gives the number of fictitious events. The joint density for a flight of length t with n self-scatterings is λ(t)uₙ(t). Dividing by λ(t)S(t) gives

P(n | T = t) = e^(−Γt+L(t))G(t)ⁿ/n! = e^(−G(t))G(t)ⁿ/n!,

a Poisson distribution with mean G(t).

If an accepted collision is assigned to mechanism i with probability λᵢ/λ, the rate of that mechanism is Γ(λ/Γ)(λᵢ/λ) = λᵢ. The final state is then drawn as usual. Flight times, mechanisms and final states all have their correct laws, and so does the whole sequence of flights. In the Boltzmann equation the same fact appears as a cancellation: self-scattering removes (Γ − λ)f from state k and returns (Γ − λ)f to it, where f is the distribution function.

**3. Energy zones**

A single Γ must cover the largest rate, even if the electron seldom visits the states where it occurs. Instead, divide the energy axis into zones j and choose Γⱼ ≥ λ throughout zone j. A flight may leave its zone before the drawn time τ has passed. Let it reach the edge at time tₑ. For an exponential time,

P(τ > tₑ + s | τ > tₑ) = e^(−Γⱼ(tₑ+s))/e^(−Γⱼtₑ) = e^(−Γⱼs).

Having survived to the edge gives no information about the remaining wait. The electron can therefore be stopped at the edge, the rest of τ discarded, and a new time drawn with the rate of the next zone. In each zone the real collision rate is Γⱼ(λ/Γⱼ) = λ, so (1) still holds.

For a parabolic band of mass m, let the z axis point along the constant force F > 0 on the electron. The transverse energy ε⊥ is fixed during a flight, and

ε = ε⊥ + p_z²/(2m),  dp_z/dt = F.

If p_z < 0, the electron first slows down. It meets the lower edge ε_low if ε⊥ < ε_low, at

tₑ = {−√[2m(ε_low − ε⊥)] − p_z}/F.   (5)

Otherwise it next meets the upper edge ε_high, with p_z positive:

tₑ = {+√[2m(ε_high − ε⊥)] − p_z}/F.   (6)

The last zone has no upper edge, so there tₑ is infinite in case (6).

**4. Pseudocode**

The constant-rate scheme is the case of one zone. Each r is a new uniform random number with 0 < r ≤ 1.

set j to the zone of the initial energy
repeat:
  τ ← −ln(r)/Γⱼ
  find tₑ from (5) or (6)
  if tₑ < τ:
    advance by tₑ
    j ← j − 1 at a lower edge, j + 1 at an upper edge
    continue
  advance by τ
  evaluate every λᵢ, and λ, at the new state
  stop with an error if λ > Γⱼ beyond rounding
  if rΓⱼ > λ:
    count a self-scattering
    continue
  choose mechanism i with probability λᵢ/λ
  draw the final state
  set j to the zone of the final energy

Time averages should be accumulated over every segment, including those ending in a self-scattering or at an edge.

**5. The cost of self-scattering**

For one flight from a given state, the mean number of self-scatterings is the mean of G(T) = ΓT − L(T). The second part follows from the flight density, with L as the integration variable:

mean of L(T) = ∫₀^∞ L(t)λ(t)e^(−L(t))dt = ∫₀^∞ Le^(−L)dL = 1.

With T̄ the mean flight time,

mean self-scatterings in the flight = ΓT̄ − 1.   (7)

In a steady state, let ⟨ ⟩ denote an average over time. Real collisions occur at the mean rate ⟨λ⟩ and self-scatterings at Γ − ⟨λ⟩. Per real collision there are

R = Γ/⟨λ⟩ − 1   (8)

self-scatterings, and the wasted fraction of events is 1 − ⟨λ⟩/Γ. The cheapest permitted constant is the least upper bound of λ. The waste vanishes only if the electron spends essentially all its time where λ = Γ.

With zones, Γ is replaced by the ceiling Γ_J of the zone J occupied at each moment:

R = ⟨Γ_J⟩/⟨λ⟩ − 1.   (9)

There are also C edge crossings per real collision. Splitting existing zones cannot raise a ceiling if each is set to the largest rate in its zone. It therefore cannot raise R, but it adds edges. If one crossing costs as much computing time as c self-scatterings, the quantity to minimize is R + cC.

**6. How narrow should the zones be?**

Take equal zones of width δ and a rate that increases with energy, so that each ceiling is the rate at the upper edge. To leading order in δ, an electron at distance y below that edge has an excess rate yλ′, where λ′ = dλ/dε. If the energy distribution varies little across a zone, y is spread evenly from 0 to δ and averages δ/2. Hence

R ≈ δ⟨λ′⟩/(2⟨λ⟩).   (10)

For crossings, let q(ε)dε be the contribution to ⟨|dε/dt|⟩ from time spent between ε and ε + dε. One passage through this strip lasts dε/|dε/dt|. It contributes |dε/dt| times that duration, which is dε. Thus q(ε) is the number of passages through ε per unit time. Adding q over edges spaced by δ approximates (1/δ)∫q dε, so

C ≈ ⟨|dε/dt|⟩/(δ⟨λ⟩).   (11)

The weighted waste has the form Aδ + cB/δ, with A = ⟨λ′⟩/(2⟨λ⟩) and B = ⟨|dε/dt|⟩/⟨λ⟩. Setting its derivative A − cB/δ² to zero gives δ² = cB/A, or

δ* = √(2c⟨|dε/dt|⟩/⟨λ′⟩).   (12)

At this width both terms equal √(cAB), and their sum is

W* = 2√(cAB) = √(2c⟨|dε/dt|⟩⟨λ′⟩)/⟨λ⟩.   (13)

These are narrow-zone estimates. Near a square-root threshold λ′ diverges, and (10) is approached slowly. In the model of section 7, with an edge on the emission threshold, R lies about 12% below (10) for 40 zones and about 4% below it for 360 zones, so the relative error falls roughly as √δ. If δ* is comparable with the energy scale on which λ or the distribution changes, (9) and the actual crossing count must decide.

**7. A worked model**

Take m equal to 0.25 electron masses, a field of 10⁶ V/m and a lattice at 300 K. Optical phonons have energy ħω = 0.05 eV and thermal occupation N = 0.169. All scattering is isotropic. With a = 2 ps⁻¹, b = 4 ps⁻¹ and x = ε/ħω, the rates are

elastic acoustic scattering: a√x
phonon absorption: bN√(x + 1)
phonon emission: b(N + 1)√(x − 1) for x > 1, otherwise zero.

These are round model parameters. The rates grow without limit, so no finite Γ would satisfy (2). The model therefore holds every rate constant above 0.5 eV, or x = 10. The smallest allowed constant is

Γ = 2√10 + 4(0.169)√11 + 4(1.169)√9
  ≈ 6.32 + 2.24 + 14.03 = 22.59 ps⁻¹.

**One flight.** Start at 0.1 eV, with the cosine of the angle between momentum and force equal to −0.8. The transverse energy is 0.1(1 − 0.64) = 0.036 eV, below the emission threshold. In units of √(2mħω), p_z starts at −0.8√2 = −1.131 and grows by 2.652 per ps. The threshold corresponds to p_z = ±√(1 − 0.72) = ±0.529. The electron falls below it at (1.131 − 0.529)/2.652 = 0.23 ps and rises above it again at (1.131 + 0.529)/2.652 = 0.63 ps.

Numerical integration of (1) gives survival probabilities of 0.463 at 0.1 ps, 0.265 at 0.2 ps and 0.149 at 0.4 ps. The mean rate during the first 0.1 ps is −ln(0.463)/0.1 = 7.7 ps⁻¹. Between 0.2 and 0.4 ps it is only ln(0.265/0.149)/0.2 = 2.9 ps⁻¹, because emission is forbidden for most of that interval. The mean flight time is 0.1807 ps, and (7) predicts

22.59 × 0.1807 − 1 = 3.08

self-scatterings. A simulation of 200,000 such flights counted 3.117, with a standard error of 0.010. This is 3.3 standard errors above the prediction. In the same run a fraction 0.151 of flights outlasted 0.4 ps, also slightly high. Longer flights contain more self-scatterings on average, so the two excesses are related. A further run of 3,000,000 flights gave 3.086 with a standard error of 0.003, in agreement with (7), so the first excess was a chance one.

**The steady state.** The averages can be found without self-scattering. Isotropic collisions erase the direction of motion, so the energy just after a collision determines the statistics of the next flight. I divided this energy into 256 values, followed flights in 16 directions with time steps of 0.006 ps, and used (1) to find where they end. Shifting the final energies by 0 or ±ħω gives the next post-collision distribution. Requiring it to equal the previous one is a linear system. Its solution, weighted by time in flight, gives ⟨λ⟩ = 6.12 ps⁻¹, a mean energy of 0.077 eV and a drift velocity of 8.53 × 10⁴ m/s.

For constant Γ, (8) gives

R = 22.59/6.12 − 1 = 2.69.

Thus 73% of events are fictitious. The electron spends 1.7% of its time above 0.25 eV and about 0.013% above 0.5 eV, yet the rate at 0.5 eV fixes Γ.

Equal zones up to 0.5 eV, with the last extended to all higher energies, give per real collision:

zones   self   crossings   sum
1       2.69   0.00        2.69
2       1.55   0.02        1.57
4       0.82   0.14        0.96
6       0.55   0.28        0.84
8       0.40   0.41        0.81
9       0.34   0.48        0.81
10      0.23   0.53        0.76
11      0.23   0.59        0.82
12      0.23   0.65        0.88

Two zones already remove much of the waste. If a crossing costs as much as a self-scattering, ten zones are best among one to twelve. The total number of events per real collision falls from 3.69 to 1.76, a factor of 2.1. The wasted fraction falls from 73% to 43%.

The sum does not vary smoothly near ten zones. Ten zones put an edge at 0.05 eV, the emission threshold. The lowest ceiling is then 2 + 4(0.169)√2 = 2.96 ps⁻¹, with no emission term. With nine zones the lowest zone reaches 0.0556 eV, or x = 1.111. Its ceiling includes emission and is 2√1.111 + 4(0.169)√2.111 + 4(1.169)√0.111 = 4.65 ps⁻¹. Below 0.05 eV the ten-zone ceiling is thus 2.96 instead of 4.65 ps⁻¹, which lowers the self-scattering rate there; between 0.05 and 0.0556 eV it is higher, 8.7 ps⁻¹. Weighted by the time spent in each range, going from nine to ten zones changes R by about −0.11 below 0.05 eV, +0.03 between 0.05 and 0.0556 eV, and −0.03 at higher energies. The last two nearly cancel, so the drop in R comes almost entirely from the lower ceiling below the threshold.

The ten-zone scheme saves 2.692 − 0.230 = 2.462 self-scatterings and adds 0.532 crossings. It loses its advantage over constant Γ if a crossing costs more than 2.462/0.532 = 4.6 self-scatterings.

The steady averages ⟨|dε/dt|⟩ = 0.171 eV/ps and ⟨λ′⟩ ≈ 70 ps⁻¹ eV⁻¹ can be put into (12) and (13). For c = 1,

δ* = √(2 × 0.171/70) = 0.070 eV,
W* = √(2 × 0.171 × 70)/6.12 = 0.80.

This suggests about seven zones. The width is comparable with ħω and with the mean energy, so the narrow-zone assumption does not hold. For seven zones (δ = 0.0714 eV), (10) and (11) give R = 0.41 and C = 0.39, whereas the steady-state calculation gives 0.47 and 0.35. The errors have opposite signs, so the closeness of the sums, 0.80 and 0.82, is partly accidental. The estimate also depends only on δ and not on where the edges fall relative to the threshold.

Direct simulations of 20,000 electrons, with the early events discarded, gave 2.685 self-scatterings per real collision for constant Γ. Ten zones gave 0.230 self-scatterings and 0.534 crossings. The drift velocities were both 8.54 × 10⁴ m/s to three figures. The choice of scheme changes the work, not the physics.

**8. Stability and failure modes**

The method has no time step for the collision process. Raising Γ above its bound does not bias the result; it adds self-scatterings. The path, the rates and the edge times must still be computed accurately.

**The bound is too low.** If λ > Γ, the comparison in the pseudocode accepts every event. Without the error stop, the acceptance probability is min(1, λ/Γ), and the simulated rate is

Γ min(1, λ/Γ) = min(λ, Γ).

Flights become too long without any numerical instability to reveal it. For the single flight above, Γ = 5 ps⁻¹ lies below the initial rate of 8.7 ps⁻¹. In 200,000 simulated flights, the cumulative distribution differed from the correct one by as much as 0.14 in probability. Raising Γ later does not repair flights already completed.

**The bound covers only the initial energy.** The electron can accelerate into states with larger rates before τ has passed. Either Γ must cover the whole coming flight, or the flight must stop at the zone edge.

**The rate is taken from the wrong state.** The acceptance probability needs λ at the end of τ. If λ is taken from the previous event at time s, the simulated rate at t is λ(s) instead of λ(t), and the proof fails.

**Self-scattering changes the state.** Redrawing the direction after a fictitious event adds a real randomizing process at rate Γ − λ. Momentum, energy and every other state variable must remain unchanged.

**Rounding moves an electron across an edge.** After a crossing, the energy equals the edge value only to rounding accuracy. Recomputing the zone from it may return the old zone. The pseudocode therefore changes j by one. Small negative arguments of the square roots in (5) and (6), or small negative edge times, should be set to zero if they are due to rounding.
